# Why thin precursor layers evaporate cleanly and thick ones decompose

Take two layers of the same liquid precursor on plates held at 500 K in vacuum, one 1000 nm thick and the other 1000000 nm (1 mm). Suppose that evaporation lowers the surface by 40.8 nm each second, whatever the thickness, and that a molecule in the liquid survives for 1341 s on average before it decomposes. If decomposition is ignored for a moment, the thin layer needs $1000/40.8\approx 24.5$ s to dry. Few of its molecules have time to decompose. The thick layer would need a thousand times longer, about 24500 s, or 18 molecular lifetimes. Most of its molecules decompose while they wait for the surface to reach them.

Temperature, chemistry and evaporation speed are the same in both layers. What differs is the waiting time. It grows with thickness because molecules leave only through the surface, and it is costly because they decompose throughout the volume.

## The two rates

Let the layer be a uniform liquid at fixed temperature $T$, with molecules of mass $m$ and volume $\Omega$. The algebra contains no $\hbar$ and reads the same in atomic units; $k_B$ is written explicitly.

The evaporation flux follows from a balance with saturated vapour at pressure $p$. The vapour has number density $n=p/(k_BT)$. The number of its molecules striking unit area per unit time is

$$
n\int_0^\infty u\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mu^2/2k_BT}\,du
= n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}} .
$$

If a fraction $\alpha$ of them enters the liquid, equilibrium requires an equal flux outward. Assume that the liquid emits at this same rate when the vapour is removed and nothing returns. Then

$$
J=\frac{\alpha p}{\sqrt{2\pi mk_BT}},\qquad v=J\Omega ,
$$

where $v$ is the speed at which evaporation lowers the surface. Neither quantity contains the thickness.

Decomposition is taken as first order: each intact molecule has probability $k\,dt$ of decomposing in time $dt$, wherever it sits. A layer of thickness $h$ therefore loses liquid volume per unit area at rate $v$ by evaporation and $kh$ by decomposition. The two are equal at the crossover length

$$
h^*=\frac{v}{k}.
$$

The ratio $x=h_0/h^*$, with $h_0$ the initial thickness, is also the drying time without decomposition, $h_0/v$, divided by the molecular lifetime, $1/k$.

## When the surface stays fresh

Suppose first that the decomposition products escape, or separate without covering the surface. The remaining liquid is pure, and its thickness obeys

$$
\frac{dh}{dt}=-v-kh .
$$

While the thickness falls by a small step, the share of that step lost by evaporation is

$$
\frac{v}{v+kh}=\frac{1}{1+h/h^*}.
$$

The layer passes through every thickness from $h_0$ to zero once, so the evaporated fraction $Y$ is the average of this share:

$$
Y_{\rm fresh}=\frac1{h_0}\int_0^{h_0}\frac{dh}{1+h/h^*}
=\frac{h^*}{h_0}\ln\!\left(1+\frac{h_0}{h^*}\right)
=\frac{\ln(1+x)}{x}.
$$

The drying time follows from the same equation:

$$
t_{\rm dry}=\int_0^{h_0}\frac{dh}{v+kh}=\frac1k\ln(1+x).
$$

At $x=1$ the two loss rates are equal at the start, yet $Y_{\rm fresh}=\ln2\approx0.69$. As the layer thins, decomposition weakens and evaporation does not. Half the material decomposes when $\ln(1+x)=x/2$, whose positive solution is $x\approx2.51$.

## When residue stays in the liquid

Now let each decomposed molecule leave one involatile unit of the same volume, ideally mixed with the liquid. Let $N$ and $R$ be the volumes per unit area of intact material and residue. In an ideal mixture the evaporation flux is reduced by the mole fraction $N/(N+R)$, so

$$
\frac{dN}{dt}=-v\frac{N}{N+R}-kN,\qquad \frac{dR}{dt}=kN .
$$

Adding the equations removes the decomposition term, because decomposition does not change the total $S=N+R$:

$$
\frac{dS}{dt}=-v\frac{N}{S}.
$$

Division by $dR/dt=kN$ cancels $N$ and removes time:

$$
\frac{dS}{dR}=-\frac{h^*}{S}
\quad\Longrightarrow\quad
S^2=h_0^2-2h^*R ,
$$

where the constant is fixed by $S=h_0$ at $R=0$. The intact material decays at least as fast as $e^{-kt}$, so $N$ tends to zero and $S$ tends to the final residue $R_f$. Hence

$$
R_f^2+2h^*R_f-h_0^2=0,\qquad
R_f=\sqrt{h_0^2+h^{*2}}-h^* ,
$$

with the positive root taken. The evaporated fraction is

$$
Y_{\rm mixed}=1-\frac{R_f}{h_0}=1-\frac{\sqrt{1+x^2}-1}{x}.
$$

Half the material now decomposes when $\sqrt{1+x^2}=1+x/2$. Squaring gives $x^2=x+x^2/4$, so $x=4/3$. This half-yield point lies at a smaller thickness than for a fresh surface because residue slows evaporation while decomposition continues undiminished for each intact molecule.

The evaporated thickness is $h_0-R_f=h_0+h^*-\sqrt{h_0^2+h^{*2}}$. Since the square root exceeds $h_0$, this is less than $h^*$ however thick the layer. In this model, extra material beyond a few $h^*$ adds mainly residue. With a fresh surface the evaporated thickness is $h^*\ln(1+x)$, which has no ceiling but grows slowly.

## Thin and thick limits

For small $x$, use $\ln(1+x)=x-x^2/2+\dots$ and $\sqrt{1+x^2}=1+x^2/2+\dots$. Both laws give

$$
1-Y\simeq\frac{x}{2}.
$$

The factor one half appears because a layer that shrinks steadily has mean thickness $h_0/2$ while it dries. Residue does not enter at this order: there is too little of it to dilute the surface appreciably. Both laws stay below $x/2$, so if a decomposed fraction $f$ can be tolerated, the following condition is sufficient, and for small $f$ it is close to the true limit:

$$
h_0\lesssim 2f\,h^* .
$$

For large $x$, $Y_{\rm fresh}\simeq(\ln x)/x$ and $Y_{\rm mixed}\simeq1/x$. The change from clean evaporation to decomposition is gradual, without a critical thickness.

## A zinc precursor in numbers

The example is set in the regime of a liquid zinc carboxylate of the zinc 2-ethylhexanoate type. The formula unit has mass 351.8 u. With a rough density of 1.2 g/cm³ this gives $\Omega=0.487$ nm³. The other inputs are round model choices for a liquid of low volatility: $p=10^{-4}$ Torr at 500 K, vaporization enthalpy $\Delta H=1.1$ eV, activation energy $E_a=1.6$ eV, prefactor $\nu=10^{13}$ s⁻¹ and $\alpha=1$.

The flux is $J=83.8$ molecules per nm² per second, so

$$
v=83.8\times0.487\approx40.8\ \text{nm/s}.
$$

With $k_BT=0.04309$ eV,

$$
k=10^{13}\,e^{-1.6/0.04309}\approx7.46\times10^{-4}\ \text{s}^{-1},
$$

and therefore $h^*=v/k\approx54700$ nm, or about 55 µm. The evaporated fractions are:

| $h_0$ (nm) | $x$ | fresh | mixed |
|---:|---:|---:|---:|
| 1000 | 0.018 | 0.991 | 0.991 |
| 10000 | 0.183 | 0.918 | 0.909 |
| 100000 | 1.83 | 0.569 | 0.407 |
| 1000000 | 18.3 | 0.162 | 0.053 |

The thin layer loses about 1% to decomposition, in agreement with $x/2$. The thickest loses 84% or 95%, depending on the fate of the residue.

## Is thickness itself the cause?

A control case separates thickness from the place of reaction. Let decomposition act only in a skin of thickness $s$ at the surface, with the same $k$. While $h>s$, the decomposition loss is $ks$, which no longer grows with $h$, and the evaporated share is $1/(1+s/h^*)$. For $s=1000$ nm this is $1/1.018\approx0.982$. Integrating the rate equation for the full 1000000 nm layer also gives 0.982. That layer waits for hours and still evaporates almost cleanly, because molecules below the skin are safe while they wait. What matters is the depth that reacts: in a thick layer, decomposition stays minor as long as that depth is small compared with $h^*$.

When the whole layer reacts, spreading a fixed amount of precursor over twice the area halves $h_0$ and $x$, provided that temperature and flux per unit area are unchanged.

## The temperature window

Write $\beta=1/(k_BT)$ and take $\Delta H$, $E_a$, $\nu$, $\alpha$ and $\Omega$ as constant. Then $p\propto e^{-\beta\Delta H}$, $k\propto e^{-\beta E_a}$, and the factor $1/\sqrt{k_BT}$ in the flux is $\beta^{1/2}$. Thus

$$
\ln h^*=\text{const}+\beta(E_a-\Delta H)+\tfrac12\ln\beta,
$$

$$
\frac{d\ln h^*}{d\beta}=E_a-\Delta H+\tfrac12k_BT .
$$

Here the slope is $1.6-1.1+0.0215\approx0.52$ eV. It is positive, so cooling favours evaporation: $h^*$ is about 156000 nm at 460 K and 22000 nm at 540 K. The price is time, since $v$ at 460 K is only 4.6 nm/s. For a given thickness, and as long as $h^*$ falls with temperature, the tolerated decomposition sets the upper edge of the window and the acceptable drying time sets the lower edge. If $\Delta H$ exceeded $E_a+k_BT/2$, cooling would make decomposition relatively worse.

Whether cooling helps, and by how much, depends on the chosen $\Delta H$. A real liquid with so low a vapour pressure at 500 K would usually have a value above 1.1 eV. With 1.3 eV and the same pressure at 500 K, $h^*$ would be about 104000 nm at 460 K and 31000 nm at 540 K, a weaker dependence on temperature. With 1.6 eV, which is also plausible for a large organic molecule, the two values would be about 57000 nm and 53000 nm, and the gain from cooling would almost vanish.

With the chosen 1.1 eV, gradual heating acts in the same direction as cooling. With a ramp of 10 K/min from 300 K to 500 K and a fresh surface, the 1000 nm layer loses 0.26% to decomposition instead of 0.90%, because $h^*$ is larger throughout the ramp. The 1000000 nm layer hardly benefits: 83.7% decomposes instead of 83.8%. The ramp lasts 1200 s, and at less than 40.8 nm/s it can evaporate less than 5% of that layer.

## Where the model bends

**Mixing.** Evaporation depletes the surface of intact molecules, and diffusion must replace them. The relative composition difference across the layer is at most of order $vh/D$. For a rough liquid diffusion constant $D=10^8$ nm²/s this is 0.02 at $h^*$ and 0.4 for the thickest layer. A diffusion calculation lowers the mixed yield of the thickest layer from 0.053 to 0.051, and changes the yield at $h_0=h^*$ by less than 0.001. This depends on the liquid being fairly fluid. With $D=10^6$ nm²/s, as in a much more viscous melt, the mixed yield would fall from 0.586 to 0.544 at $h^*$ and from 0.053 to 0.034 for the thickest layer.

**Cooling.** The surface loses heat by radiation and evaporation. For a black surface facing 300 K walls, a liquid conductivity of 0.15 W/(m K) and a plate at 500 K, the initial surface drop is 0.02 K for the thinnest layer, 1.1 K at $h^*$ and 17 K for the thickest. In the last case the flux falls to 0.40 of its isothermal value. The mean decomposition rate falls too, but less, so that $v/k$ is reduced to 0.73. For these inputs, cooling through the thickness thus adds to the disadvantage of a thick layer: its fresh yield falls from 0.162 to about 0.151. The sign depends on the energies, because the flux feels the full surface drop and the mean $k$ only about half of it. If $\Delta H$ is smaller than roughly $E_a/2$ the effect reverses; at 0.7 eV the yield rises slightly, to 0.164. These figures assume that heat crosses the liquid by conduction alone. A 1 mm layer with so large a drop would probably convect, driven by surface-tension gradients, unless the liquid is very viscous; convection would make the drop smaller.

**Returning vapour.** At $10^{-4}$ Torr the estimated mean free path is roughly 0.1 m, so free evaporation is reasonable for a source much smaller than that. This counts only the intact vapour. If the decomposition products escape as gas, each volatile fragment leaves with an initial flux $x$ times that of the precursor. With two fragments, CO₂ and a ketone, the same rough estimate gives about 50 mm at $h^*$ and about 5 mm for the thickest layer, where returning vapour is then harder to neglect. A carrier gas changes the result far more. Let vapour diffuse through a stagnant gas film of thickness $\delta$ with diffusion constant $D_g$, and be swept away beyond it. With $c=\alpha\sqrt{k_BT/2\pi m}$ and vapour density $n_s$ at the surface, the net flux is both $c(n-n_s)$ and $D_gn_s/\delta$. Eliminating $n_s$ gives

$$
J_{\rm net}=\frac{cn}{1+c\delta/D_g}.
$$

For 1 Torr of gas, $\delta=10$ mm and a rough $D_g=76$ cm²/s, $c=43.4$ m/s and $D_g/\delta=0.76$ m/s. The flux falls to 0.017 of its vacuum value and $h^*$ to about 940 nm. The yield laws survive, since the flux is still independent of thickness, but the 1000 nm layer now has $x\approx1.06$, and 32% (fresh) or 43% (mixed) of it decomposes. "Thin" has a meaning only relative to $h^*$ under the conditions of use.

**The real liquid.** Zinc carboxylates can associate into larger units, which may lower the volatility, and their decomposition need not remain first order. They can also leave zinc oxide; a crust of it could block the surface and push the yield below both laws. The 55 µm is therefore a model value for favourable vacuum conditions, not a property of the compound. It is proportional to $p$ and $\alpha$: $\alpha=0.1$ alone reduces it to 5.5 µm. An error of 0.1 eV in $E_a$, with the prefactor held fixed, changes it by $e^{0.1/0.04309}$, about tenfold. For a particular precursor and reactor, $v$ and $k$ have to be measured under the conditions of use before $2fh^*$ can serve as a thickness limit. The remaining computed values are in the numerical output.

## Computed values

```
molecular mass = 351.79 u; density = 1.20 g/cm3
molecular volume = 0.4868 nm3
T = 500 K; vapour pressure = 1.0e-04 Torr
dH = 1.10 eV; Ea = 1.60 eV; kT = 0.04309 eV
prefactor = 1.0e+13 1/s; alpha = 1.0
evaporation flux J = 83.757 molecules/(nm2 s)
recession speed v = 40.773 nm/s
decomposition constant k = 7.4595e-04 1/s; 1/k = 1340.6 s
crossover h* = 54659 nm = 54.66 micrometre
x=1 evaporated: fresh 0.6931, mixed 0.5858
half-yield x: fresh 2.5129, mixed 1.3333
half-yield thickness, fresh = 137351 nm
half-yield thickness, mixed = 72879 nm
1% decomposed, fresh: thickness = 1108 nm
1% decomposed, mixed: thickness = 1093 nm
layer: x; evaporated fraction fresh, mixed; fresh drying time
1000 nm: 0.0183; 0.9910, 0.9909; 24.3 s
10000 nm: 0.1830; 0.9183, 0.9093; 225.2 s
100000 nm: 1.8295; 0.5685, 0.4070; 1394.3 s
1000000 nm: 18.2952; 0.1618, 0.0532; 3967.9 s
thick layer, evaporated thickness, fresh = 161783 nm
thick layer, evaporated thickness, mixed = 53166 nm
mixed, x=200: evaporated thickness/h* = 0.9975
random events x=4/3: fresh 0.6327, mixed 0.4981
fresh law at x=4/3 = 0.6355
d ln h*/d(1/kT) = 0.5215 eV
460 K: v = 4.617 nm/s, k = 2.953e-05 1/s, h* = 156319 nm
500 K: v = 40.773 nm/s, k = 7.460e-04 1/s, h* = 54659 nm
540 K: v = 259.991 nm/s, k = 1.168e-02 1/s, h* = 22266 nm
skin control: skin 1000 nm, layer 1000000 nm, evaporated 0.9820
Neglected effects:
liquid diffusion constant (rough) = 1.0e+08 nm2/s
mixed yield with diffusion, h0=h*: 0.5853
mixed yield with diffusion, thick: 0.0509
cooling inputs: 0.15 W/(m K), black surface, walls 300 K
thin: surface drop 0.021 K, flux ratio 0.9990, v/k ratio 0.9997
h*: surface drop 1.118 K, flux ratio 0.9455, v/k ratio 0.9853
thick: surface drop 17.471 K, flux ratio 0.4039, v/k ratio 0.7289
vapour mean free path = 122.3 mm
ramp 10 K/min from 300 K: decomposed thin 0.00260, thick 0.8369
isothermal, fresh: decomposed thin 0.00904, thick 0.8382
alpha=0.1: h* = 5466 nm
gas film: 1 Torr, 10 mm, D = 76.0 cm2/s
free escape speed = 43.37 m/s; film speed D/film = 0.760 m/s
gas film: flux factor = 0.0172, h* = 941 nm
```
